# A failing check and its repair

Subject: Fractional p-shell occupations and exact exchange: a referee's comment.

```python
# Result under test: inserting fractional p occupations f_i (one open spin
# channel, integer sum N) into Hartree + exact exchange raises the energy by
#     excess = (A/2) * sum_i f_i (1 - f_i),   A = F0 - F2/5,
# relative to the integer determinant built from the same orbitals.
# F0, F2: Slater radial integrals of the p shell. Energies in hartree.
# Example: Al atom, nonrelativistic, all electrons, aug-cc-pVTZ basis.
# F0 and F2 come from radial quadrature; energies from full density matrices.
import numpy as np
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BASIS = "aug-cc-pvtz"
cation = gto.M(atom="Al 0 0 0", charge=1, spin=0, basis=BASIS, verbose=0)
atom = gto.M(atom="Al 0 0 0", charge=0, spin=1, basis=BASIS, verbose=0)

ion = scf.RHF(cation)
ion.conv_tol = 1e-12
ion.kernel()
assert ion.converged
N_CORE = 6                                  # doubly occupied orbitals of Al+
core_orbitals = ion.mo_coeff[:, :N_CORE]
p_orbitals = ion.mo_coeff[:, N_CORE:N_CORE + 3]
assert np.ptp(ion.mo_energy[N_CORE:N_CORE + 3]) < 1e-6

builder = scf.UHF(atom)
h_core = builder.get_hcore()


def density(core_up, core_down, p, f_up, f_down=(0, 0, 0)):
    """Spin density matrices: filled cores plus occupied p orbitals."""
    up = core_up @ core_up.T + (p * np.array(f_up)) @ p.T
    down = core_down @ core_down.T + (p * np.array(f_down)) @ p.T
    return np.array([up, down])


def frozen(f_up, f_down=(0, 0, 0)):
    return density(core_orbitals, core_orbitals, p_orbitals, f_up, f_down)


def energy_parts(dm):
    """One-electron, Hartree and exact-exchange energies."""
    vj, vk = builder.get_jk(atom, dm)
    total = dm[0] + dm[1]
    return np.array([np.sum(h_core * total),
                     0.5 * np.sum((vj[0] + vj[1]) * total),
                     -0.5 * np.sum(vk * dm)])


def energy(dm):
    return energy_parts(dm).sum()


def radial_integrals(p):
    """F0, F2 and mean radius from the radial density of the p shell."""
    t = np.linspace(np.log(1e-5), np.log(80.0), 4000)
    r = np.exp(t)
    points = r[:, None] * np.array([0.6, 0.0, 0.8])
    phi = atom.eval_gto("GTOval_sph", points) @ p
    radial_density = 4 * np.pi / 3 * np.sum(phi**2, axis=1) * r**2

    def integral(values):
        return float(CubicSpline(t, values * r).integrate(t[0], t[-1]))

    assert abs(integral(radial_density) - 1) < 1e-6
    result = []
    for k in (0, 2):
        inside = CubicSpline(t, radial_density * r**(k + 1)).antiderivative()(t)
        result.append(2 * integral(radial_density * inside / r**(k + 1)))
    return result[0], result[1], integral(radial_density * r)


F0, F2, radius_frozen = radial_integrals(p_orbitals)
A = F0 - F2 / 5
assert 0 < F2 < F0

# Pair integrals of the individual p orbitals against the Slater integrals.
orbital_dms = np.array([np.outer(c, c) for c in p_orbitals.T])
vj_p, vk_p = builder.get_jk(atom, orbital_dms)
J = np.einsum("iab,jab->ij", vj_p, orbital_dms)
K = np.einsum("iab,jab->ij", vk_p, orbital_dms)
same = np.eye(3)
assert np.allclose(J, F0 - 2*F2/25 + same * 6*F2/25, atol=2e-6)
assert np.allclose(K, 3*F2/25 + same * (F0 + F2/25), atol=2e-6)

# Even spreading for every number of same-spin p electrons.
excess_by_number = []
for number in range(4):
    integer = [1] * number + [0] * (3 - number)
    change = energy_parts(frozen([number / 3] * 3)) - energy_parts(frozen(integer))
    excess_by_number.append(change.sum())
    assert abs(change.sum() - number * (3 - number) * A / 6) < 3e-6
    if number in (1, 2):
        assert abs(change[0]) < 3e-6
        assert abs(change[1] + 2 * F2 / 25) < 3e-6
        assert abs(change[2] - F0 / 3 - F2 / 75) < 3e-6
    if number == 1:
        hartree_change, exchange_change = change[1:]

dm_integer = frozen([1, 0, 0])
dm_spread = frozen([1/3, 1/3, 1/3])
E_integer_frozen = energy(dm_integer)
E_spread_frozen = energy(dm_spread)

# Uneven occupations.
uneven = np.array([0.6, 0.3, 0.1])
excess_uneven = energy(frozen(uneven)) - E_integer_frozen
assert abs(excess_uneven - A / 2 * np.sum(uneven * (1 - uneven))) < 3e-6

# Ensemble: mean energy of three determinants with the same mean density.
determinant_energies = np.array([energy(frozen(row)) for row in np.eye(3)])
ensemble_excess = determinant_energies.mean() - E_integer_frozen
assert np.ptp(determinant_energies) < 3e-6

# One electron shared by both spins.
excess_both_spins = energy(frozen([1/6]*3, [1/6]*3)) - E_integer_frozen
assert abs(excess_both_spins - (5*F0/12 - F2/30)) < 3e-6


# Orbital-energy shift at fixed orbitals.
def p_level(dm):
    vj, vk = builder.get_jk(atom, dm)
    fock_up = h_core + vj[0] + vj[1] - vk[0]
    return p_orbitals[:, 0] @ fock_up @ p_orbitals[:, 0]


level_integer = p_level(dm_integer)
level_spread = p_level(dm_spread)
assert abs(level_spread - level_integer - 2 * A / 3) < 3e-6

# Self-consistent integer and fractional solutions.
uhf = scf.UHF(atom)
uhf.conv_tol, uhf.max_cycle = 1e-10, 100
E_integer = uhf.kernel(dm0=dm_integer)
assert uhf.converged


def spread_occupations(mo_energy=None, mo_coeff=None):
    occupations = np.zeros((2, h_core.shape[0]))
    for spin in (0, 1):
        order = np.argsort(mo_energy[spin])
        occupations[spin, order[:N_CORE]] = 1
        if spin == 0:
            occupations[spin, order[N_CORE:N_CORE + 3]] = 1 / 3
    return occupations


fractional = scf.UHF(atom)
fractional.conv_tol, fractional.max_cycle = 1e-10, 100
fractional.get_occ = spread_occupations
E_fractional = fractional.kernel(dm0=dm_spread)
assert fractional.converged
assert np.ptp(fractional.mo_energy[0][N_CORE:N_CORE + 3]) < 1e-5

relaxed_p = fractional.mo_coeff[0][:, N_CORE:N_CORE + 3]
F0_relaxed, F2_relaxed, radius_relaxed = radial_integrals(relaxed_p)
A_relaxed = F0_relaxed - F2_relaxed / 5
cores = [fractional.mo_coeff[s][:, :N_CORE] for s in (0, 1)]
E_refilled = energy(density(cores[0], cores[1], relaxed_p, [1, 0, 0]))
assert abs(E_fractional - E_refilled - A_relaxed / 3) < 5e-6
gap = E_fractional - E_integer
integer_relaxation = E_integer_frozen - E_integer
lower_bound = A_relaxed / 3
upper_bound = A / 3 + integer_relaxation
assert lower_bound - 5e-6 <= gap <= upper_bound + 5e-6

# Density functionals on the same two frozen densities.
grids = dft.gen_grid.Grids(atom)
grids.level = 4
grids.build()
functional_change = {}
for name, code in (("LDA", "lda,vwn"), ("PBE", "pbe,pbe"), ("PBE0", "pbe0")):
    ks = dft.UKS(atom)
    ks.xc, ks.grids = code, grids
    functional_change[name] = ks.energy_tot(dm_spread) - ks.energy_tot(dm_integer)
numint = dft.numint.NumInt()
pbe_exchange_change = (numint.nr_uks(atom, grids, "pbe,", dm_spread, hermi=1)[1]
                       - numint.nr_uks(atom, grids, "pbe,", dm_integer, hermi=1)[1])
mixed = functional_change["PBE"] + 0.25 * (exchange_change - pbe_exchange_change)
assert abs(functional_change["PBE0"] - mixed) < 1e-5
assert abs(functional_change["PBE"]) < 0.2 * excess_by_number[1]


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value + 0.0:.{digits}f} {unit}")


print("Al atom, aug-cc-pVTZ, nonrelativistic, all electrons")
print("-- frozen Al+ orbitals --")
show("F0 of 3p", F0)
show("F2 of 3p", F2)
show("A = F0 - F2/5", A)
show("mean 3p radius", radius_frozen, "bohr", 3)
show("J same orbital", J[0, 0])
show("J different orbitals", J[0, 1])
show("K different orbitals", K[0, 1])
show("energy, integer", E_integer_frozen)
show("energy, 1/3 each", E_spread_frozen)
for number, value in enumerate(excess_by_number):
    show(f"excess, N={number} evenly spread", value)
show("N=1 excess", excess_by_number[1] * EV, "eV", 3)
show("N=1 Hartree change", hartree_change)
show("N=1 exact-exchange change", exchange_change)
show("excess, occupations 0.6 0.3 0.1", excess_uneven)
print(f"ensemble-mean excess: {abs(ensemble_excess):.1e} hartree (magnitude)")
show("excess, 1/6 in each of six spin orbitals", excess_both_spins)
show("3p level, integer, occupied", level_integer)
show("3p level, 1/3 each", level_spread)
print("-- self-consistent unrestricted Hartree-Fock --")
show("energy of Al+", ion.e_tot)
show("energy, integer", E_integer)
show("energy, 1/3 each", E_fractional)
show("gap fractional - integer", gap)
show("gap fractional - integer", gap * EV, "eV", 3)
show("lower bound on gap", lower_bound)
show("upper bound on gap", upper_bound)
show("integer relaxation energy", integer_relaxation)
show("A with relaxed fractional 3p", A_relaxed)
show("mean radius, relaxed fractional 3p", radius_relaxed, "bohr", 3)
show("3p level, integer, occupied", uhf.mo_energy[0][N_CORE])
show("3p level, 1/3 each", fractional.mo_energy[0][N_CORE])
show("ionization energy, integer", (ion.e_tot - E_integer) * EV, "eV", 3)
show("ionization energy, 1/3 each", (ion.e_tot - E_fractional) * EV, "eV", 3)
print("-- change on even spreading, frozen densities --")
for name, value in functional_change.items():
    show(f"{name} total energy change", value)
show("PBE exchange-only change", pbe_exchange_change)
print("tests ok")
```

It runs past its time limit of 60 s. Output so far:

```
Killed
```

The author's reading of the failure: The run was killed for exceeding the time limit before anything was printed, so the output does not show which part was slow. The likeliest fault is in the program: only PySCF's own threads were limited, so the linear-algebra library could start many threads on a single core, and the two-electron integrals were recomputed for every calculation. All libraries are now held to one thread before loading, the integrals are computed once and shared, checkpoint writing is off, and the density-functional grid is smaller, which makes the LDA, PBE and PBE0 numbers slightly less precise. The PBE change is now assembled from its Hartree and exchange-correlation parts; the basis, every assertion and every tolerance are kept.

Repair:

```diff
@@ -6,4 +6,7 @@
 # Example: Al atom, nonrelativistic, all electrons, aug-cc-pVTZ basis.
 # F0 and F2 come from radial quadrature; energies from full density matrices.
+import os
+for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
+    os.environ[variable] = "1"              # must precede the numerical imports
 import numpy as np
 from scipy.interpolate import CubicSpline
@@ -16,6 +19,18 @@
 cation = gto.M(atom="Al 0 0 0", charge=1, spin=0, basis=BASIS, verbose=0)
 atom = gto.M(atom="Al 0 0 0", charge=0, spin=1, basis=BASIS, verbose=0)
-
-ion = scf.RHF(cation)
+repulsion = atom.intor("int2e", aosym="s8")  # shared by all calculations
+h_core = scf.hf.get_hcore(atom)
+
+
+def prepare(method):
+    """Share the integrals, write no checkpoints, converge tightly."""
+    method._eri = repulsion
+    method.chkfile = None
+    method.conv_tol = 1e-10
+    method.max_cycle = 60
+    return method
+
+
+ion = prepare(scf.RHF(cation))
 ion.conv_tol = 1e-12
 ion.kernel()
@@ -26,6 +41,7 @@
 assert np.ptp(ion.mo_energy[N_CORE:N_CORE + 3]) < 1e-6
 
-builder = scf.UHF(atom)
-h_core = builder.get_hcore()
+
+def coulomb_exchange(dms):
+    return scf.hf.dot_eri_dm(repulsion, dms, hermi=1)
 
 
@@ -43,5 +59,5 @@
 def energy_parts(dm):
     """One-electron, Hartree and exact-exchange energies."""
-    vj, vk = builder.get_jk(atom, dm)
+    vj, vk = coulomb_exchange(dm)
     total = dm[0] + dm[1]
     return np.array([np.sum(h_core * total),
@@ -79,5 +95,5 @@
 # Pair integrals of the individual p orbitals against the Slater integrals.
 orbital_dms = np.array([np.outer(c, c) for c in p_orbitals.T])
-vj_p, vk_p = builder.get_jk(atom, orbital_dms)
+vj_p, vk_p = coulomb_exchange(orbital_dms)
 J = np.einsum("iab,jab->ij", vj_p, orbital_dms)
 K = np.einsum("iab,jab->ij", vk_p, orbital_dms)
@@ -122,5 +138,5 @@
 # Orbital-energy shift at fixed orbitals.
 def p_level(dm):
-    vj, vk = builder.get_jk(atom, dm)
+    vj, vk = coulomb_exchange(dm)
     fock_up = h_core + vj[0] + vj[1] - vk[0]
     return p_orbitals[:, 0] @ fock_up @ p_orbitals[:, 0]
@@ -132,6 +148,5 @@
 
 # Self-consistent integer and fractional solutions.
-uhf = scf.UHF(atom)
-uhf.conv_tol, uhf.max_cycle = 1e-10, 100
+uhf = prepare(scf.UHF(atom))
 E_integer = uhf.kernel(dm0=dm_integer)
 assert uhf.converged
@@ -148,6 +163,5 @@
 
 
-fractional = scf.UHF(atom)
-fractional.conv_tol, fractional.max_cycle = 1e-10, 100
+fractional = prepare(scf.UHF(atom))
 fractional.get_occ = spread_occupations
 E_fractional = fractional.kernel(dm0=dm_spread)
@@ -169,14 +183,24 @@
 # Density functionals on the same two frozen densities.
 grids = dft.gen_grid.Grids(atom)
-grids.level = 4
+grids.atom_grid = (60, 302)
+grids.prune = None
 grids.build()
-functional_change = {}
-for name, code in (("LDA", "lda,vwn"), ("PBE", "pbe,pbe"), ("PBE0", "pbe0")):
-    ks = dft.UKS(atom)
-    ks.xc, ks.grids = code, grids
-    functional_change[name] = ks.energy_tot(dm_spread) - ks.energy_tot(dm_integer)
 numint = dft.numint.NumInt()
-pbe_exchange_change = (numint.nr_uks(atom, grids, "pbe,", dm_spread, hermi=1)[1]
-                       - numint.nr_uks(atom, grids, "pbe,", dm_integer, hermi=1)[1])
+
+
+def semilocal_change(code):
+    spread, integer = [numint.nr_uks(atom, grids, code, dm, hermi=1)[1]
+                       for dm in (dm_spread, dm_integer)]
+    return spread - integer
+
+
+pbe_exchange_change = semilocal_change("pbe,")
+functional_change = {
+    "LDA": hartree_change + semilocal_change("lda,vwn"),
+    "PBE": hartree_change + semilocal_change("pbe,pbe")}
+hybrid = prepare(dft.UKS(atom))
+hybrid.xc, hybrid.grids = "pbe0", grids
+functional_change["PBE0"] = (hybrid.energy_tot(dm_spread)
+                             - hybrid.energy_tot(dm_integer))
 mixed = functional_change["PBE"] + 0.25 * (exchange_change - pbe_exchange_change)
 assert abs(functional_change["PBE0"] - mixed) < 1e-5
@@ -200,5 +224,5 @@
 show("energy, 1/3 each", E_spread_frozen)
 for number, value in enumerate(excess_by_number):
-    show(f"excess, N={number} evenly spread", value)
+    show(f"excess, N={number} evenly spread", abs(value))
 show("N=1 excess", excess_by_number[1] * EV, "eV", 3)
 show("N=1 Hartree change", hartree_change)
```

Output now:

```
Al atom, aug-cc-pVTZ, nonrelativistic, all electrons
-- frozen Al+ orbitals --
F0 of 3p: 0.25607 hartree
F2 of 3p: 0.12777 hartree
A = F0 - F2/5: 0.23051 hartree
mean 3p radius: 3.549 bohr
J same orbital: 0.27651 hartree
J different orbitals: 0.24584 hartree
K different orbitals: 0.01533 hartree
energy, integer: -241.86828 hartree
energy, 1/3 each: -241.79144 hartree
excess, N=0 evenly spread: 0.00000 hartree
excess, N=1 evenly spread: 0.07684 hartree
excess, N=2 evenly spread: 0.07684 hartree
excess, N=3 evenly spread: 0.00000 hartree
N=1 excess: 2.091 eV
N=1 Hartree change: -0.01022 hartree
N=1 exact-exchange change: 0.08706 hartree
excess, occupations 0.6 0.3 0.1: 0.06224 hartree
ensemble-mean excess: 2.8e-14 hartree (magnitude)
excess, 1/6 in each of six spin orbitals: 0.10243 hartree
3p level, integer, occupied: -0.19482 hartree
3p level, 1/3 each: -0.04115 hartree
-- self-consistent unrestricted Hartree-Fock --
energy of Al+: -241.67345 hartree
energy, integer: -241.87917 hartree
energy, 1/3 each: -241.80206 hartree
gap fractional - integer: 0.07712 hartree
gap fractional - integer: 2.098 eV
lower bound on gap: 0.06652 hartree
upper bound on gap: 0.08773 hartree
integer relaxation energy: 0.01090 hartree
A with relaxed fractional 3p: 0.19957 hartree
mean radius, relaxed fractional 3p: 4.175 bohr
3p level, integer, occupied: -0.21791 hartree
3p level, 1/3 each: -0.06736 hartree
ionization energy, integer: 5.598 eV
ionization energy, 1/3 each: 3.499 eV
-- change on even spreading, frozen densities --
LDA total energy change: 0.00096 hartree
PBE total energy change: 0.00330 hartree
PBE0 total energy change: 0.02156 hartree
PBE exchange-only change: 0.01400 hartree
tests ok
```
